# Hydrogen in a magnetic field: semiparabolic oscillator basis and shift-invert Lanczos, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Atomic units are used throughout: \(\hbar=m_e=e=4\pi\varepsilon_0=1\), energies in hartree (\(E_h\)), lengths in bohr. The magnetic field is uniform and points along \(z\). Its strength is \(\gamma=B/B_0\), where \(B_0=\hbar/(ea_0^2)=2.350518\times10^{5}\) T is the atomic unit, so "\(B=1\)" means \(\gamma=1\). The nucleus has charge \(Z=1\), is infinitely heavy and sits at the origin, and the electron is non-relativistic. We write \(\rho^2=x^2+y^2\) and \(r^2=\rho^2+z^2\).

In the symmetric gauge \(\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac{\gamma}{2}(-y,x,0)\), an electron of charge \(-1\) has kinetic energy \(\tfrac12(\mathbf p+\mathbf A)^2\). Since \(\nabla\cdot\mathbf A=0\), \(\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p\), and the square is \(\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2\). Here \(\mathbf A\cdot\mathbf p=\tfrac{\gamma}{2}(xp_y-yp_x)=\tfrac{\gamma}{2}L_z\) and \(\tfrac12A^2=\gamma^2\rho^2/8\). Therefore

\[
H=-\tfrac12\nabla^2-\frac1r+\frac{\gamma}{2}L_z+\frac{\gamma^2\rho^2}{8}.
\]

\(H\) commutes with \(L_z\) and with the reflection \(z\to-z\), so states carry the labels \(m\) and \(\pi_z=\pm1\). With \(\psi=\Psi\,e^{im\varphi}/\sqrt{2\pi}\) the paramagnetic term is the constant \(\gamma m/2\). The option solves for

\[
E'=E-\frac{\gamma m}{2},\qquad H'=-\tfrac12\nabla^2-\frac1r+\frac{\gamma^2\rho^2}{8},
\]

which depends on \(m\) only through \(a=|m|\).

Without the Coulomb term, \(H'\) is free motion along \(z\) plus a two-dimensional oscillator of frequency \(\gamma/2\) in the plane. The radial levels of such an oscillator, derived below, are \((\gamma/2)(2n+a+1)\). An electron that escapes along the field feels no Coulomb force at infinity, so the continuum at fixed \(m\) begins at the lowest Landau level \(E'=\gamma(a+1)/2\). The binding energy is the distance below it:

\[
E_b=\frac{\gamma(a+1)}{2}-E'.
\]

Spin with \(g=2\) adds \(\gamma S_z=\pm\gamma/2\) to the level and to the threshold alike and drops out of \(E_b\). For \(m\le0\) and spin down the total energy is \(E'-\gamma a/2-\gamma/2=-E_b\).

The model omits nuclear motion (relative size roughly \(5\times10^{-4}\), the electron-to-proton mass ratio) and relativity (roughly \(5\times10^{-5}\), the square of the fine-structure constant). Digits beyond these sizes describe the Hamiltonian above and serve to verify the algorithm; they do not describe a real atom.

The option has these inputs: `gamma`, `m`, `parity` (\(\pi_z\)), the basis frequency `omega` (\(\omega\)), the shell cutoff `K`, and for the iterative solver the shift `sigma` (\(\sigma\)) and the number of `steps` (\(k\)). The numerical check implements the method and supplies all numbers quoted.

## Semiparabolic coordinates

Define \(\mu,\nu\ge0\) by \(\mu^2=r+z\) and \(\nu^2=r-z\). The product gives \(\mu^2\nu^2=r^2-z^2=\rho^2\), and the half-difference and half-sum give \(z\) and \(r\):

\[
\rho=\mu\nu,\qquad z=\tfrac12(\mu^2-\nu^2),\qquad r=\tfrac12(\mu^2+\nu^2).
\]

The differentials are \(d\rho=\nu\,d\mu+\mu\,d\nu\) and \(dz=\mu\,d\mu-\nu\,d\nu\). In \(d\rho^2+dz^2\) the cross terms \(+2\mu\nu\,d\mu\,d\nu\) and \(-2\mu\nu\,d\mu\,d\nu\) cancel, so

\[
ds^2=(\mu^2+\nu^2)(d\mu^2+d\nu^2)+\mu^2\nu^2d\varphi^2 .
\]

The coordinates are orthogonal with scale factors \(h_\mu=h_\nu=\sqrt{\mu^2+\nu^2}\) and \(h_\varphi=\mu\nu\). The volume element is their product, \(dV=(\mu^2+\nu^2)\,\mu\,d\mu\,\nu\,d\nu\,d\varphi\). We abbreviate \(d\tau=\mu\,d\mu\,\nu\,d\nu\) and take \(\Psi\) real.

A gradient component is the coordinate derivative divided by the scale factor. Integrating over \(\varphi\),

\[
\int|\nabla\psi|^2dV=\int\left[\frac{\Psi_\mu^2+\Psi_\nu^2}{\mu^2+\nu^2}+\frac{m^2\Psi^2}{\mu^2\nu^2}\right](\mu^2+\nu^2)\,d\tau
=\int\left[\Psi_\mu^2+\frac{m^2\Psi^2}{\mu^2}+\Psi_\nu^2+\frac{m^2\Psi^2}{\nu^2}\right]d\tau,
\]

because \((\mu^2+\nu^2)/(\mu^2\nu^2)=1/\mu^2+1/\nu^2\). Integration by parts gives \(\int\Psi_\mu^2\,\mu\,d\mu=-\int\Psi\,\mu^{-1}\partial_\mu(\mu\Psi_\mu)\,\mu\,d\mu\), since the boundary term \(\mu\Psi\Psi_\mu\) vanishes at zero and at infinity for a bound state. Defining

\[
\Delta_\mu=\frac1\mu\partial_\mu\,\mu\,\partial_\mu-\frac{m^2}{\mu^2},
\]

the right side is \(-\int\Psi(\Delta_\mu+\Delta_\nu)\Psi\,d\tau\), while the left side is \(-\int\Psi\,(\nabla^2\Psi)(\mu^2+\nu^2)\,d\tau\). Both are quadratic forms of operators symmetric in \(dV\), and equal forms for all \(\Psi\) mean equal operators:

\[
\nabla^2=\frac{\Delta_\mu+\Delta_\nu}{\mu^2+\nu^2}.
\]

The program tests the Jacobian symbolically and tests this Laplacian on an \(m=2\) function against the Cartesian one.

The potential terms in the same measure are \(\int r^{-1}|\psi|^2dV=2\int\Psi^2d\tau\), because \(1/r=2/(\mu^2+\nu^2)\), and \(\int\rho^2|\psi|^2dV=\int\mu^2\nu^2(\mu^2+\nu^2)\Psi^2d\tau\). Equivalently, multiplying \(H'\Psi=E'\Psi\) by \(\mu^2+\nu^2\),

\[
\Big[-\tfrac12(\Delta_\mu+\Delta_\nu)-2+\frac{\gamma^2}{8}\mu^2\nu^2(\mu^2+\nu^2)\Big]\Psi=E'(\mu^2+\nu^2)\,\Psi .
\]

The Coulomb singularity has become the constant \(-2\) (in general \(-2Z\)). Each \(\Delta\) is the radial part of a two-dimensional Laplacian with angular momentum \(m\). The nuclear cusp causes no difficulty: \(e^{-r}=e^{-(\mu^2+\nu^2)/2}\) is a Gaussian. Near the \(z\) axis a regular state behaves as \(\rho^{a}=\mu^a\nu^a\), which is the behaviour of two-dimensional oscillator functions at their origins.

## The oscillator basis and its matrix elements

Let \(t=\omega\mu^2\) with \(\omega>0\) free. The Laguerre polynomials are defined by

\[
G(t,u)=\sum_{n\ge0}L_n^{a}(t)\,u^n=(1-u)^{-a-1}e^{-tw},\qquad w=\frac{u}{1-u}.
\]

Three properties are needed.

The recurrence follows from \(\partial_u\ln G=(a+1)/(1-u)-t/(1-u)^2\), that is \((1-2u+u^2)\,\partial_uG=[(a+1)(1-u)-t]\,G\). The coefficient of \(u^n\) reads \((n+1)L_{n+1}-2nL_n+(n-1)L_{n-1}=(a+1)L_n-(a+1)L_{n-1}-tL_n\), or

\[
tL_n=-(n+1)L_{n+1}+(2n+a+1)L_n-(n+a)L_{n-1}.
\]

The norm follows from a product of two generating functions. The total exponent is \(-t\,[1+u/(1-u)+v/(1-v)]\), and the bracket has the numerator \((1-u)(1-v)+u(1-v)+v(1-u)=1-uv\) over \((1-u)(1-v)\). With \(\int t^ae^{-bt}dt=a!\,b^{-a-1}\) the prefactors cancel:

\[
\int_0^\infty t^ae^{-t}G(t,u)G(t,v)\,dt=\frac{a!}{(1-uv)^{a+1}}=\sum_n\frac{(n+a)!}{n!}(uv)^n .
\]

Only equal powers of \(u\) and \(v\) occur, so \(\int t^ae^{-t}L_nL_{n'}dt=\delta_{nn'}(n+a)!/n!\).

The differential equation follows from \(G_t=-wG\), \(G_{tt}=w^2G\) and \(uG_u=[(a+1)w-tu/(1-u)^2]G\). Then \(tG_{tt}+(a+1-t)G_t+uG_u=t\,[w(w+1)-u/(1-u)^2]\,G=0\), since \(w+1=1/(1-u)\). Term by term, \(tL_n''+(a+1-t)L_n'+nL_n=0\).

Because \(\mu\,d\mu=dt/(2\omega)\), the functions

\[
\phi_n(\mu)=c_n\,t^{a/2}e^{-t/2}L_n^a(t),\qquad c_n=\sqrt{\frac{2\omega\,n!}{(n+a)!}},
\]

are orthonormal in \(\mu\,d\mu\). They are eigenfunctions of \(h=-\tfrac12\Delta_\mu+\tfrac12\omega^2\mu^2\). To see this, put \(\vartheta=t\partial_t\). Then \(\mu\partial_\mu=2\vartheta\) and \(\mu^{-1}\partial_\mu\mu\partial_\mu=\mu^{-2}(\mu\partial_\mu)^2=4\omega\vartheta^2/t\), so \(h=\omega[-2\vartheta^2/t+a^2/(2t)+t/2]\). Moving \(\vartheta\) through the prefactor \(t^{a/2}e^{-t/2}\) replaces it by \(\vartheta+b\) with \(b=(a-t)/2\). Using \(\vartheta^2L=t^2L''+tL'\), \(\vartheta b=-t/2\) and \(b^2=a^2/4-at/2+t^2/4\),

\[
(\vartheta+b)^2L=t\,[tL''+(a+1-t)L']+\Big[\frac{a^2}{4}-\frac{(a+1)t}{2}+\frac{t^2}{4}\Big]L .
\]

The first bracket is \(-nL\). Multiplying by \(-2/t\) gives \([2n-a^2/(2t)+(a+1)-t/2]L\), and adding \(a^2/(2t)+t/2\) leaves

\[
h\phi_n=\omega d_n\phi_n,\qquad d_n=2n+a+1 .
\]

With \(\omega\to\gamma/2\) and \(\mu\to\rho\) this is the Landau spectrum used above.

Now the matrices. From the recurrence, \(t\phi_n\) contains \(d_n\phi_n\) and \(-(n+1)(c_n/c_{n+1})\phi_{n+1}\), with \(c_n/c_{n+1}=\sqrt{(n+1+a)/(n+1)}\). Define \(s_n=\sqrt{(n+1)(n+1+a)}\) and \(s_{-1}=0\). The matrix \(X\) of \(\mu^2=t/\omega\) is symmetric and tridiagonal:

\[
X_{nn}=\frac{d_n}{\omega},\qquad X_{n+1,n}=-\frac{s_n}{\omega}.
\]

The kinetic matrix is \(T=h-\tfrac12\omega^2X\):

\[
T_{nn}=\omega d_n-\tfrac12\omega d_n=\tfrac12\omega d_n,\qquad T_{n+1,n}=+\tfrac12\omega s_n .
\]

Since \(\mu^2\phi_n\) is exactly a combination of \(\phi_{n-1},\phi_n,\phi_{n+1}\), the matrix \(X_2\) of \(\mu^4\) is the square of the infinite matrix \(X\). The diagonal collects the intermediate states \(n\), \(n+1\), \(n-1\); the first off-diagonal collects \(X_{n+1,n+1}X_{n+1,n}+X_{n+1,n}X_{nn}\); the second has the single term \(X_{n+2,n+1}X_{n+1,n}\):

\[
(X_2)_{nn}=\frac{d_n^2+s_n^2+s_{n-1}^2}{\omega^2},\quad
(X_2)_{n+1,n}=-\frac{s_n(d_n+d_{n+1})}{\omega^2},\quad
(X_2)_{n+2,n}=\frac{s_ns_{n+1}}{\omega^2}.
\]

Squaring a truncated \(X\) loses \(s_n^2/\omega^2\) in the last diagonal element, because its intermediate state lies outside the matrix. The result would no longer be the matrix of \(\mu^4\), and the variational property below would not be guaranteed, so the closed forms are used. The program tests the overlap, \(X\), \(X_2\) and \(T\) against Gauss–Laguerre quadrature for \(a=0,1,2\), and tests that the truncated square differs in its last element.

## The generalised eigenproblem

Expand \(\Psi=\sum c_{n_1n_2}\phi_{n_1}(\mu)\phi_{n_2}(\nu)\) and write \(P\otimes Q\) for the matrix with elements \(P_{n_1n_1'}Q_{n_2n_2'}\). Since \(\mu^2\nu^2(\mu^2+\nu^2)=\mu^4\nu^2+\mu^2\nu^4\), the integrals above give \(\langle\psi|H'|\psi\rangle=c^{T}Ac\) and \(\langle\psi|\psi\rangle=c^{T}Sc\) with

\[
A=\mathcal T-2\cdot\mathbb 1+\gamma^2D,\qquad \mathcal T=T\otimes1+1\otimes T,
\]
\[
S=X\otimes1+1\otimes X,\qquad D=\tfrac18\,(X_2\otimes X+X\otimes X_2).
\]

\(S\) is positive definite because \(c^TSc\) is the physical norm of a nonzero function. Setting the gradient of \(c^TAc/c^TSc\) to zero gives

\[
Ac=E'Sc .
\]

The eigenvalues are upper bounds. For levels below threshold, the \(j\)-th eigenvalue of \(H'\) is the minimum, over \(j\)-dimensional subspaces, of the largest Rayleigh quotient in the subspace: any such subspace contains a vector orthogonal to the first \(j-1\) eigenstates, whose quotient is at least \(E'_j\), and the span of the first \(j\) eigenstates attains \(E'_j\). The same statement holds for the pencil \((A,S)\) with the minimum restricted to subspaces of the basis. A restricted minimum cannot be lower, so each pencil eigenvalue lies above the exact level of the same index and, at fixed \(\omega\), cannot rise when basis functions are added. A computed \(E_b\) is then a lower bound.

For \(c^TSc=1\) the expectation values are \(\langle T\rangle=c^T\mathcal Tc\), \(\langle1/r\rangle=2c^Tc\) and \(\langle\rho^2\rangle=8c^TDc\).

### Parity, truncation and band structure

The reflection \(z\to-z\) exchanges \(\mu\) and \(\nu\), and \(A\) and \(S\) are symmetric under that exchange. The basis of parity \(\pi_z\) consists of \((|n_1n_2\rangle+\pi_z|n_2n_1\rangle)/\sqrt2\) for \(n_1>n_2\), together with \(|nn\rangle\) for \(\pi_z=+1\). In spherical labels \(\pi_z=(-1)^{l+m}\), the parity of \(P_l^{m}(\cos\theta)\) under \(\cos\theta\to-\cos\theta\).

The basis is cut at shell number \(n_1+n_2\le K\), which respects the exchange. For even parity, shell \(k\) has \(n_2=0,\dots,\lfloor k/2\rfloor\), hence \(\sigma_k=\lfloor k/2\rfloor+1\) functions. For even \(K\), shells \(2j\) and \(2j+1\) hold \(j+1\) each, so

\[
N=\sum_{j=0}^{K/2-1}2(j+1)+\Big(\frac K2+1\Big)=\frac K2\Big(\frac K2+1\Big)+\Big(\frac K2+1\Big)=\Big(\frac K2+1\Big)^2 .
\]

The term \(X_2\otimes X\) connects \((n_1,n_2)\) to \((n_1+\Delta_1,n_2+\Delta_2)\) with \(|\Delta_1|\le2\), \(|\Delta_2|\le1\), which is 15 pairs. The term \(X\otimes X_2\) gives the 15 mirrored pairs, and 9 pairs with \(|\Delta_1|,|\Delta_2|\le1\) are common. The patterns of \(\mathcal T\) and \(S\) lie inside these. A row has at most \(15+15-9=21\) nonzero elements, and the shell number changes by at most 3.

Order the functions by shell and within a shell by \(n_2\), so the index is \(O_k+n_2\) with \(O_k=\sum_{j<k}\sigma_j\). After symmetrisation the partner function is labelled by \(n_2'=\min(n_1+\Delta_1,n_2+\Delta_2)\le n_2+\Delta_2\). For a step of three shells, \(\Delta_2\in\{1,2\}\) and the index difference is at most \(\sigma_k+\sigma_{k+1}+\sigma_{k+2}+2\). For two shells or fewer it is at most \(\sigma_k+\sigma_{k+1}+2\), which is smaller. The largest case is \(k=K-3\), and it is attained by \((n_1,n_2)=(K-3,0)\to(K-2,2)\) when \(K\ge4\). The half-bandwidth is

\[
w=\sigma_{K-3}+\sigma_{K-2}+\sigma_{K-1}+2\approx\tfrac32K .
\]

For \(K=4\) this is \(1+2+2+2=7\), and for \(K=90\) it is \(44+45+45+2=136\) with \(N=46^2=2116\). The program tests \(N\), \(w\) and the count 21 on assembled even-parity matrices. Elimination on a band updates a \(w\times w\) block for each of \(N\) pivots, so a factorisation costs of order \(Nw^2\propto K^4\) and a solve \(Nw\propto K^3\), against \(N^3\propto K^6\) for dense diagonalisation.

## Limits and exact relations

At \(\gamma=0\) and \(E'<0\), put \(E'=-\kappa^2/2\) and move the right side of the differential equation to the left. It becomes \((h_\mu+h_\nu)\Psi=2\Psi\) for oscillators of frequency \(\kappa\), so \(\kappa(2n_1+2n_2+2a+2)=2\). With \(n=n_1+n_2+a+1\), \(\kappa=1/n\) and \(E'=-1/(2n^2)\). For \(\omega=1/n\) the shell \(n-a-1\) is the exact hydrogen manifold \(n\). The program tests the levels \(n\le4\) and their degeneracies in three symmetry classes with \(\omega=0.5\), which is exact for \(n=2\) and detuned for \(n=1,3,4\).

With the Coulomb constant removed, the pencil must lie above the Landau threshold and fall towards it. At \(\gamma=1\) the lowest eigenvalue is 0.50425 for \(K=24\) and 0.50183 for \(K=40\) at \(a=0\) (threshold 0.5), and 1.00487 and 1.00215 at \(a=1\) (threshold 1). This is tested. These eigenvalues are discretised continuum states, and so is every eigenvalue above threshold when the Coulomb term is present. Such eigenvalues are not bound levels; in general they move with \(K\) and \(\omega\), although one lying at a narrow resonance below a higher Landau threshold may move very little.

For weak fields, take \(\omega=1/n\), \(E_0=-\omega^2/2\) and \(A_0=\mathcal T-2\). Then \(A_0-E_0S=\mathcal T+\tfrac12\omega^2S-2\) is diagonal with entries \(\omega(2k+2a+2)-2\), which vanish on the shell \(k=n-a-1\). Let \(P\) project on that shell. Insert \(c=c_0+\gamma^2c_1\), with \(c_0=Pc_0\), and \(E'=E_0+\gamma^2e\). The order \(\gamma^2\) reads \((A_0-E_0S)c_1+Dc_0=eSc_0\), and \(P\) annihilates the first term. The off-diagonal elements of \(S\) change the shell by one, and its diagonal is \((d_{n_1}+d_{n_2})/\omega=2n\cdot n\), so \(PSP=2n^2P\) and

\[
PDP\,c_0=2n^2e\,c_0 .
\]

For 1s the shell has one function with \(X_{00}=1\), \((X_2)_{00}=1+1=2\), \(D=\tfrac18(2+2)=\tfrac12\) and \(e=\tfrac14\). This equals \(\langle\rho^2\rangle/8\) with \(\langle\rho^2\rangle=\tfrac23\langle r^2\rangle=\tfrac23\cdot4\cdot4!/2^5=2\). At \(\gamma=0.01\) the full pencil gives \((E'+\tfrac12)/\gamma^2=0.249972\). It lies below 0.25, as it must, because \(-\tfrac12+\gamma^2/4\) is the Rayleigh quotient of the 1s function and hence an upper bound. For \(n=10\), \(m=0\), even parity, the five values of \(e\) are 266.03, 694.58, 1194.69, 1916.47 and 2865.73, and the program tests them against the full pencil at small \(\gamma\) to a relative \(10^{-3}\) of each shift.

The top of the manifold follows at leading order in large \(n\) with \(m=0\). There \(d\approx2n_1\) and \(s\approx n_1\), so \(X\) has \(2n_1/\omega\) and \(-n_1/\omega\), and \(X_2\) has \(6n_1^2/\omega^2\) and \(-4n_1^2/\omega^2\). Within a shell only \((\Delta_1,\Delta_2)=(0,0)\) and \(\pm(1,-1)\) occur. The diagonal of \(D\) is \(\tfrac18(12n_1^2n_2+12n_1n_2^2)/\omega^3\approx12\,n_1n_2\,n^4/8\), and the off-diagonal is \(\tfrac18(4n_1^2n_2+4n_1n_2^2)/\omega^3\approx4\,n_1n_2\,n^4/8\). A tridiagonal matrix with slowly varying diagonal \(\alpha\) and off-diagonal \(\beta\) has local solutions \(e^{ij\chi}\) with eigenvalue \(\alpha+2\beta\cos\chi\). The maximum lies at \(\cos\chi=1\), \(n_1=n_2=n/2\):

\[
e_{\max}\approx\frac{1}{2n^2}\cdot\frac{20}{8}\cdot\frac{n^2}{4}\,n^4=\frac{5}{16}n^4 .
\]

The bottom, at small \(n_2\), is of lower order in \(n\). The computed ratio \(e_{\max}/n^4\) is 0.2866 at \(n=10\) and 0.3034 at \(n=30\), against \(5/16=0.3125\); the program tests the second to 10 per cent. Neighbouring manifolds are \(1/n^3\) apart at leading order, so they begin to overlap near \(n\approx(16/5\gamma^2)^{1/7}\). Beyond this point the energy of a level no longer tells which manifold it comes from, and levels are identified here by their index within the symmetry class.

Two relations concern expectation values. The basis does not depend on \(\gamma\), and the Rayleigh quotient is stationary in \(c\), so \(dE'/d\gamma=c^T(\partial_\gamma A)c=2\gamma\,c^TDc\), which is the Hellmann–Feynman relation

\[
\frac{dE'}{d\gamma}=\frac{\gamma\langle\rho^2\rangle}{4}.
\]

It holds at every \(K\), so it checks the eigenvector and not the basis. For the second, scale \(\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r)\), whose energy is \(\lambda^2\langle T\rangle-\lambda\langle1/r\rangle+\lambda^{-2}\gamma^2\langle\rho^2\rangle/8\). The scaling sends \(\mu^2\to\lambda\mu^2\), hence \(t\to\lambda t\), and turns the basis of frequency \(\omega\) into that of frequency \(\lambda\omega\) with the same coefficients up to normalisation. By stationarity in \(c\), the derivative at \(\lambda=1\) is the derivative of the pencil eigenvalue:

\[
\omega\frac{dE'}{d\omega}=2\langle T\rangle-\langle1/r\rangle-\frac{\gamma^2\langle\rho^2\rangle}{4}.
\]

An exact state is stationary under scaling, so the right side vanishes, which is the virial theorem. In a finite basis the virial defect measures the remaining dependence on \(\omega\). It also vanishes in a poor basis at a stationary \(\omega\), so a small defect is necessary for convergence and not sufficient.

Hydrogen in a uniform magnetic field has been reduced to a banded generalised eigenproblem \(Ac=E'Sc\), whose eigenvalues are upper bounds for the levels below threshold, with limits and exact relations to check it. What remains is to solve it for interior levels, count them reliably, choose the settings and work through examples.
